Inertial loss and phase lag of silica spheres at 1 MHz

**Problem**

Silica spheres of radius a = 500 nm are suspended in water at 25 °C containing 10 mmol/L of a KCl-like salt. An electroacoustic instrument applies a field of frequency 1 MHz. Take the zeta potential ζ = −50 mV, viscosity η = 0.89 mPa s, water density ρ = 0.997 g/cm³, silica density ρp = 2.20 g/cm³, and relative permittivities 78.4 for water and 3.8 for silica. Both salt ions have diffusion coefficient D = 2.0 × 10⁻⁵ cm²/s. These are rough typical values.

(a) Derive O'Brien's dynamic mobility for a thin double layer, and identify the factor that expresses inertia.

(b) Calculate the amplitude loss and the phase lag due to inertia, and the error in ζ if inertia is ignored.

(c) Find the low- and high-frequency limits. Can the lag exceed 45°? Compare the result with that of steady Stokes drag.

(d) Estimate the effects that the calculation leaves out.

**Solution**

**Conventions and assumptions**

All oscillating quantities are real parts of complex amplitudes times exp(iωt). A response proportional to a complex factor G therefore lags by −arg G. The sign of ζ is set aside in this count: a negative ζ adds 180°, which is not a delay.

The suspension is dilute and the response linear. The flow is incompressible. The double layer is thin compared with both the radius and the viscous depth √(2ν/ω), where ν = η/ρ. Here these lengths are 3.04 nm, 500 nm and 533 nm.

**(a) The electric field at the surface**

Let the applied field E point along z. Outside the double layer the oscillating potential is a uniform field plus a dipole; inside the particle it is uniform-field-like and continuous with the outer one:

φ_out = −E(r + f a³/r²) cosθ

φ_in = −E(1 + f) r cosθ

At r = a the field components are

E_r,out = E(1 − 2f) cosθ

E_r,in = E(1 + f) cosθ

E_θ = −E(1 + f) sinθ

Let K be the liquid's conductivity, ε and εp the permittivities of liquid and particle, and K_s the excess conductance of the double layer along the surface. Including displacement current, the liquid has complex conductivity K* = K + iωε and the particle iωεp. The current arriving from inside, minus that leaving outward, equals the surface divergence of K_s E_θ:

iωεp E_r,in − K* E_r,out = [1/(a sinθ)] d(sinθ K_s E_θ)/dθ = −(2K_s/a) E(1 + f) cosθ

Hence, with K_q = iωεp + 2K_s/a,

K*(1 − 2f) = K_q(1 + f)

f = (K* − K_q)/(2K* + K_q)

If K_q is negligible, f = 1/2, the value for an insulating sphere. This balance uses the undisturbed salt concentration outside the layer. That is reasonable here because salt diffuses only about √(D/ω) = 18 nm during the oscillation, much less than a.

**Slip across the double layer**

Let y be the distance from the surface and ψ(y) the equilibrium potential. The charge density is −εψ″ by Poisson's equation. In this thin layer viscous stress balances the electric force of the tangential field E_t:

ηu″ = εψ″E_t

The velocity u relative to the surface vanishes at y = 0, where ψ = ζ, and its gradient vanishes outside the layer. Two integrations give

u = (ε/η)(ψ − ζ)E_t

Outside the layer ψ = 0, so the slip is −(εζ/η)E_t. Inserting E_θ,

slip = U sinθ, with U = (εζ/η)(1 + f)E

**The oscillating flow**

The particle moves with velocity V along z. Outside the double layer the liquid is neutral and obeys

iωρ u = −∇p + η∇²u, ∇·u = 0

Define λ² = iω/ν, taking the root with positive real part, and

x = λa = (1 + i)√(α/2), α = ωa²/ν

so that x² = iα. A decaying solution is

u = ∇Φ + ∇×∇×(B h ẑ), Φ = C cosθ/r², h = exp(−λr)/r

The first part has pressure p = −iωρΦ. The second has none, because ∇²h = λ²h makes the viscous and inertial terms cancel. Expanding the double curl gives B[∇(h′ cosθ) − λ²h ẑ]. Using h″ + 2h′/r = λ²h, the components are

u_r = (−2C/r³ − 2Bh′/r) cosθ

u_θ = [−C/r³ + B(λ²h − h′/r)] sinθ

At the surface h′ = −(1 + x)exp(−x)/a². With c = C/a³ and b = B exp(−x)/a³, the conditions u_r = V cosθ and u_θ = (−V + U) sinθ become

−2c + 2(1 + x)b = V

−c + (1 + x + x²)b = −V + U

The first gives c = (1 + x)b − V/2. Substituting this in the second leaves

x²b = U − 3V/2

**The force**

The pressure contributes, using iωρ = ηx²/a²,

F_p = −∮ p cosθ dS = (4π/3)iωρC = (4π/3)ηa x²c

The viscous traction is η n_j(∂_j u_i + ∂_i u_j). Since ∂_j∂_i u_j = ∂_i(∇·u) = 0, the second term has the same flux through every sphere around the particle. Far away it falls as r⁻⁴ while the area grows as r², so this flux is zero. The first term gives 4πa²η times the radial derivative of the sphere average of u_z = u_r cosθ − u_θ sinθ. The averages of cos²θ and sin²θ are 1/3 and 2/3, so the C terms cancel and

average of u_z = −(2/3)Bλ²h

Therefore

F_v = −(8π/3)ηa²λ²B h′(a) = (8π/3)ηa x²(1 + x)b

Adding the two parts and eliminating c, then b,

F = (4π/3)ηa x²[3(1 + x)b − V/2]

F = 4πηa(1 + x)(U − 3V/2) − (2π/3)ηa x²V

F = −6πηa[(1 + x)(V − 2U/3) + x²V/9]

For U = 0 the three terms are steady Stokes drag, the additional unsteady viscous force, and the added mass of half the displaced liquid. Slip enters with the same factor 1 + x as the viscous drag.

**Newton's law**

The particle and its double layer together are neutral, so the uniform applied field exerts no net force on them to first order in E. The layer's mass is negligible. Thus

F = iω(4π/3)a³ρp V = (4π/3)ηa x²(ρp/ρ)V

Dividing by 6πηa and collecting V,

(2/3)(1 + x)U = V[1 + x + (x²/9)(1 + 2ρp/ρ)]

With Δρ = ρp − ρ, the last bracket is 3 + 2Δρ/ρ. Define k = (3 + 2Δρ/ρ)/9. The mobility μ = V/E is then

μ = (2εζ/3η)(1 + f) G

G = (1 + x)/(1 + x + kx²)

G is the inertial factor. It tends to 1 at low frequency; with f = 1/2 the mobility is then Smoluchowski's εζ/η. The amplitude loss is 1 − |G|, relative to the mobility without inertia and with the same f.

**(b) Numbers at 1 MHz**

The kinematic viscosity is ν = 0.00893 cm²/s, and a = 5.00 × 10⁻⁵ cm. Hence

α = 2π × 10⁶ s⁻¹ × (5.00 × 10⁻⁵ cm)²/(0.00893 cm²/s) = 1.76

√(α/2) = 0.938

The density contrast Δρ/ρ is 1.2066, so

k = (3 + 2 × 1.2066)/9 = 0.6015

Since kx² = ikα = 1.058i (using α = 1.7596 before rounding),

1 + x = 1.938 + 0.938i, with modulus 2.153 and phase 25.83°

1 + x + kx² = 1.938 + 1.996i, with modulus 2.782 and phase 45.85°

The quotient gives

|G| = 2.153/2.782 = 0.774

lag = 45.85° − 25.83° = 20.0°

The inertial amplitude loss is 22.6%, and the lag corresponds to 56 ns in a period of 1000 ns.

For f = 1/2 the mobility without inertia is εζ/η = −3.90 × 10⁻⁴ cm²/(V s). Inertia reduces its magnitude to

0.774 × 3.90 × 10⁻⁴ = 3.02 × 10⁻⁴ cm²/(V s)

or 3.02 × 10⁻⁸ m²/(V s). Someone who put this magnitude into Smoluchowski's formula would infer ζ = −38.7 mV instead of −50 mV. The phase carries separate information: a smaller |ζ| alone would reduce the amplitude without producing this inertial lag.

**(c) Limits and the greatest lag**

Write s = √(α/2), so x = s + is and x² = 2is². Then

1/G = 1 + 2iks²/(1 + s + is)

Multiply the fraction above and below by 1 + s − is. With N = (1 + s)² + s² = 1 + 2s + 2s²,

1/G = [N + 2ks³ + 2iks²(1 + s)]/N

Because the lag is the phase of 1/G,

tan(lag) = 2ks²(1 + s)/(1 + 2s + 2s² + 2ks³)

At small s the leading results are

lag ≈ 2ks² = kα radians

1 − |G| ≈ 2ks³ = kα^(3/2)/√2

The phase therefore responds at a lower order in frequency than the amplitude. The corrections to these limits are of relative order s, so they require √α to be well below one.

At large s, G approaches 1/(kx). Its modulus is 1/(k√α), and its lag approaches 45°. The electroosmotic thrust grows as x while the inertial load grows as x². The lag exceeds 45° when the numerator of tan(lag) exceeds the denominator. The terms 2ks³ cancel, leaving

2(k − 1)s² > 1 + 2s

This is impossible for k ≤ 1. For k > 1 it holds at sufficiently high frequency. The dividing value k = 1 means Δρ/ρ = 3, a particle four times as dense as the liquid. Silica has k = 0.60, so within this model its inertial lag stays below 45° at every frequency.

With radius, densities and viscosity fixed, G takes these values:

0.1 MHz: amplitude 0.980, lag 4.4°

1 MHz: amplitude 0.774, lag 20.0°

10 MHz: amplitude 0.351, lag 36.9°

100 MHz: amplitude 0.121, lag 42.7°

These values concern inertia alone. At 100 MHz the viscous depth is only 53 nm, about 18 Debye lengths, so the thin-layer slip formula is less accurate there; f also changes with frequency. The mobility at that frequency therefore needs more than G.

**Comparison with steady drag**

Suppose the particle were drawn toward its low-frequency electrophoretic velocity V₀ by steady Stokes drag alone:

6πηa(V₀ − V) = iω(4π/3)a³ρp V

V/V₀ = 1/(1 + iωτ), τ = 2ρp a²/(9η)

Here ωτ = 0.863. The amplitude factor is 0.757 and the lag is 40.8°. The amplitude lies close to the correct 0.774, but the lag is twice as large as it should be.

The full expression shows why. It can be written 1/G = 1 + ikα/(1 + x). Added mass makes kα = 1.058 larger than ωτ. Division by 1 + x then reduces this term by a factor of 2.153 and turns its phase from 90° to 64.2°. Part of the inertial term is now real: it reduces the amplitude without adding lag. The near agreement in amplitude at 1 MHz is accidental. Both amplitudes start from 1 at low frequency, where the steady-drag amplitude is the larger; the two curves cross just below 1 MHz and then separate. At high frequency the steady-drag amplitude falls as 1/α, whereas |G| falls as 1/√α.

**(d) Effects outside the inertial calculation**

**Surface conduction and permittivity.** The actual f is slightly below 1/2. Let n be the number density of each ion, e the elementary charge, T the temperature and k_B Boltzmann's constant. The conductivity and inverse Debye length follow from

K = 2ne²D/(k_B T), κ² = 2ne²/(εk_B T)

Put Ψ = eψ/(k_B T) and Z = e|ζ|/(k_B T). For a flat Gouy–Chapman layer |dΨ/dy| = 2κ sinh(|Ψ|/2). The excess ions contribute

K∫(coshΨ − 1)dy = (K/κ)∫₀^Z sinh(Ψ/2)dΨ = (2K/κ)[cosh(Z/2) − 1]

The electroosmotic flow carries charge as well. Multiplying the charge density −εψ″ by u/E_t and integrating by parts gives

(ε²/η)∫(ψ′)²dy = 4κ(ε²/η)(k_B T/e)²[cosh(Z/2) − 1]

The sum of these two contributions is K_s. For the present data K = 1.50 mS/cm and K_s = 0.71 nS, so K_s/(Ka) = 0.0094; also ωε/K = 0.029. The formula for f gives 0.486 − 0.0006i. The factor 2(1 + f)/3 lowers the mobility by 0.9%, to 2.99 × 10⁻⁴ cm²/(V s), and adds only 0.02° of lag. Conduction behind the slip plane is not included and would increase K_s.

**Finite double-layer thickness.** Here κa = 164. For a static field and small ζ, Henry's formula, quoted here only to set the scale, multiplies Smoluchowski's mobility by

1 − ∫₀¹ exp[−κa(1/v − 1)](5v⁵ − 2v³)dv

Numerical integration gives 0.983, a reduction of 1.7%. In an oscillating field the finite layer also shifts the phase. For small ζ and f = 1/2 at 1 MHz, the reduction relative to the thin-layer result is about 2.0% and the added lag about 0.25°, ten times the lag from f. The example does not have a small ζ, so these figures set the scale and are not corrections to be applied precisely.

**Concentration.** A closed-cell estimate for 1% silica by volume surrounds each sphere with liquid out to radius R = aφ^(−1/3), where φ = 0.01. At R the potential is −ER cosθ, and the radial velocity and vorticity vanish. The flow then also contains a uniform part and a part built from sinh(λr)/r. Solving the linear boundary conditions together with Newton's law gives an amplitude factor of 0.775 and a lag of 20.1°. The closeness to 0.774 comes from two offsetting changes. At low frequency this cell gives (1 − φ)/(1 + φ/2) = 0.985 instead of 1, and relative to that value the amplitude at 1 MHz is 0.787. The figure also depends on the electrical condition at R: fixing the normal field at E cosθ instead of the potential gives 0.787 in place of 0.775. The concentration effect at 1% is therefore of order 1 to 2%, and the cell model does not include particle clustering.

**Size and aggregation.** Take a log-normal distribution of radii, weighted by particle volume, with median 500 nm and standard deviation 0.20 in ln a. Averaging G numerically gives amplitude 0.768 and lag 19.7°. Aggregation can matter more. If every sphere joined one other, and each doublet behaved as a sphere of twice the volume with unchanged ζ, then α would increase by 2^(2/3). The amplitude would fall to 0.690 and the lag would rise to 24.2°. A real doublet is not a sphere, so this is a rough estimate.

**Density and temperature.** A silica density of 2.0 g/cm³, with all else fixed, gives amplitude 0.790 and lag 18.9°. At 35 °C, taking a water viscosity of 0.72 mPa s and density of 0.994 g/cm³, the original spheres give 0.736 and 22.0°. Less viscous water has a larger α at the same frequency. These figures are for G alone. At fixed ζ the prefactor ε/η also rises, and with a relative permittivity near 74.9 at 35 °C the mobility itself increases by about 12%.

**Linearity and sound.** For a field amplitude of 10 V/cm the particle speed is 30 μm/s. The Reynolds number Va/ν is 1.7 × 10⁻⁵ and the excursion V/ω is 0.005 nm. With a sound speed of about 1500 m/s, ωa/c is 0.002. Linear, locally incompressible flow is therefore a suitable description around one particle.

**Relation to polishing slurries**

The example represents a diluted suspension of coarse silica. A radius of 500 nm is large for the colloidal silica used in fine polishing, where radii of some tens of nanometres are typical. At fixed density, viscosity and frequency, G depends on radius through α ∝ a². The 0.1 MHz result above therefore also applies at 1 MHz to spheres of radius 500/√10 = 158 nm: the inertial loss is 2.0% and the lag 4.4°. For spheres this small, inertia is no longer the largest correction. With the same K_s, the factor 2(1 + f)/3 lowers the mobility by a further 3% or so. In addition κa is only 52, where Henry's static small-ζ factor is 0.950, a loss of 5%. For radii of tens of nanometres at this salt concentration the thin-layer formula does not apply. Working slurries can also contain much more than 1% silica, for which the dilute formula is not justified. Among the departures estimated here for the 500 nm spheres, complete pairing moves G furthest, raising the loss from 23% to 31%. A measured phase must also be corrected for the instrument's own electrical and acoustic delays before it is compared with G.
